# Exact Kohn-Sham gap and charge gap in the Hubbard dimer

## Definitions and conventions

The Hubbard dimer has two sites, \(i=1,2\), each with one orbital that holds up to two electrons. With hopping \(t>0\), on-site repulsion \(U\ge 0\) and site potentials \(v_1=w/2\), \(v_2=-w/2\), its Hamiltonian is

\[
H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}+\frac{w}{2}\,(n_1-n_2).
\]

The symmetric dimer has \(w=0\). Energies are given in units of \(t\) wherever numbers appear, and the temperature is zero.

Let \(E(N)\) be the ground energy of the symmetric dimer with \(N\) electrons. At \(N=2\) the ionization energy, the electron affinity and the fundamental gap, here also called the charge gap, are

\[
I=E(1)-E(2),\qquad A=E(2)-E(3),\qquad E_g=I-A=E(1)+E(3)-2E(2).
\]

The Kohn-Sham (KS) system has the same hopping \(t\) but no repulsion. Its site potentials are chosen so that its ground state has the exact site occupations \(n_1,n_2\) of the interacting dimer. The KS gap is the difference between its lowest empty and highest occupied orbital energies at \(N=2\).

The belief to be examined is that the KS gap equals \(E_g\) if the exact functional is used. The symmetric dimer can be solved completely, so the belief can be checked without any approximation.

## Counter-example: \(U=6t\)

**One electron.** The orbitals \((|1\rangle\pm|2\rangle)/\sqrt2\) have energies \(\mp t\), so \(E(1)=-t\).

**Three electrons.** Take two spin-up electrons and one spin-down electron. The up electrons fill both sites and cannot hop. The down electron hops freely and always shares its site with an up electron, which costs \(U\). The energies are \(U\mp t\), and \(E(3)=U-t=5t\).

**Two electrons.** With parallel spins, both sites are filled by the same spin, hopping is blocked and the energy is 0. For opposite spins, write \(|i,j\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle\). The hopping term \(T\) moves one electron at a time:

\[
T|1,2\rangle=T|2,1\rangle=-t\left(|1,1\rangle+|2,2\rangle\right),\qquad
T|1,1\rangle=T|2,2\rangle=-t\left(|1,2\rangle+|2,1\rangle\right).
\]

Two combinations are therefore annihilated by \(T\). The state \((|1,2\rangle-|2,1\rangle)/\sqrt2\) has energy 0 and is the third member of the triplet. The state \((|1,1\rangle-|2,2\rangle)/\sqrt2\) is a singlet, odd under exchange of the sites, with energy \(U\).

The two remaining combinations are

\[
|C\rangle=\frac{|1,2\rangle+|2,1\rangle}{\sqrt2},\qquad |D\rangle=\frac{|1,1\rangle+|2,2\rangle}{\sqrt2}.
\]

Adding the two equal hopping results gives \(T|C\rangle=-2t|D\rangle\), and likewise \(T|D\rangle=-2t|C\rangle\). In this basis

\[
H=\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad E^2-UE-4t^2=0,
\]

and the lower root is

\[
E(2)=\frac{U-\sqrt{U^2+16t^2}}{2}.
\]

It is negative, hence below all the other two-electron levels.

For \(U=6t\) the square root is \(\sqrt{36+16}\,t=7.2111\,t\), so \(E(2)=-0.6056\,t\) and \(-2E(2)=(7.2111-6)\,t=1.2111\,t\). The charge gap is

\[
E_g=(-1+5+1.2111)\,t=5.2111\,t .
\]

Separately, \(I=-0.3944\,t\) and \(A=-5.6056\,t\). Their signs depend on the choice of zero for the site level. With the level at zero, \(I=-t-E(2)\) is negative when \(E(2)>-t\), that is for \(U>3t\), while \(A=t-\left(U+\sqrt{U^2+16t^2}\right)/2\le -t\) is negative for every \(U\ge0\). Lowering both site levels by a constant would raise \(I\) and \(A\) by that constant and leave \(E_g\) unchanged.

**The exact KS system.** The two-electron ground state is a combination of \(|C\rangle\) and \(|D\rangle\), both even under exchange of the sites. Its occupations are therefore \(n_1=n_2=1\). We need the non-interacting dimer that has the same occupations. With KS potentials \(\pm w_s/2\), up to a common constant, the orbital problem is

\[
\begin{pmatrix}w_s/2&-t\\-t&-w_s/2\end{pmatrix},\qquad
\varepsilon_\pm=\pm\frac{s}{2},\qquad s=\sqrt{w_s^2+4t^2}.
\]

Both electrons occupy the lower orbital \(\phi\). By the Hellmann-Feynman theorem, \(d\varepsilon_-/dw_s=(\phi_1^2-\phi_2^2)/2\). Direct differentiation gives \(d\varepsilon_-/dw_s=-w_s/(2s)\). Hence

\[
n_1-n_2=2(\phi_1^2-\phi_2^2)=-\frac{2w_s}{\sqrt{w_s^2+4t^2}} .
\]

This vanishes only at \(w_s=0\). The KS levels are then \(\pm t\) plus a common constant, and the KS gap is \(2t\). The charge gap is \(5.2111\,t\). The KS potential was obtained from the exact occupations, so no approximate functional can be blamed for the missing \(3.2111\,t\).

## The correct statement

For the symmetric dimer with two electrons, for every \(t>0\) and \(U\ge0\),

\[
E_g=\sqrt{U^2+16t^2}-2t,\qquad E_g^{\rm KS}=2t,\qquad
E_g-E_g^{\rm KS}=\Delta_{xc}=\sqrt{U^2+16t^2}-4t .
\]

Here \(\Delta_{xc}\) is the derivative discontinuity: the amount by which the exact exchange-correlation potential jumps upward, equally on both sites, when \(N\) increases through 2. It is zero at \(U=0\) and positive for every \(U>0\).

The two gaps follow from what has been derived, since none of the formulas used the value of \(U\):

\[
E_g=-t+(U-t)-\left(U-\sqrt{U^2+16t^2}\right)=\sqrt{U^2+16t^2}-2t .
\]

It remains to prove that their difference is the potential jump.

## Proof that the difference is a potential jump

### Energy at fractional electron number

A potential that changes as \(N\) passes through 2 requires energies at non-integer \(N\). These are defined by ensembles, that is, statistical mixtures of states with different integer particle numbers and mean number \(N\). Let \(E_w(N)\) be the lowest ensemble energy when the potential difference is \(w\). If the integer energies are convex in \(N\), the best mixture uses the two neighbouring integers, and \(E_w(N)\) is a straight line between them.

Convexity can be verified. Now let \(s=\sqrt{w^2+4t^2}\). The arguments used above give \(E_w(0)=0\), \(E_w(1)=-s/2\), \(E_w(3)=U-s/2\) and \(E_w(4)=2U\).

- Around \(N=1\) we need \(E_w(2)\ge 2E_w(1)=-s\). This holds because \(-s\) is the two-electron energy without repulsion, and repulsion cannot lower the ground energy.
- Around \(N=3\) we need \(E_w(2)+2U\ge 2U-s\), which is the same inequality.
- Around \(N=2\) we need \(E_w(2)\le (U-s)/2\). If \(U\ge s\), the triplet, with energy 0, shows this. If \(U<s\), put both electrons in the lower orbital. The site probabilities are \((1\mp w/s)/2\), the sum of their squares is \((1+w^2/s^2)/2\), and the energy is \(-s+U/2+Uw^2/(2s^2)\). Since \(Uw^2/s^2\le U<s\), this is below \((U-s)/2\).

For the symmetric dimer, \(E(N)\) therefore has slope \(E(2)-E(1)=-I\) for \(1<N<2\) and slope \(E(3)-E(2)=-A\) for \(2<N<3\).

### The functional near equal occupations

Let \(F(n_1,n_2)\) be the lowest expectation value of hopping plus repulsion among all ensembles with occupations \(n_1,n_2\). Let \(T_s(n_1,n_2)\) be the same quantity for \(U=0\). The Hartree-exchange-correlation (Hxc) energy and potential are

\[
E_{\rm Hxc}=F-T_s,\qquad v_{{\rm Hxc},i}=\frac{\partial E_{\rm Hxc}}{\partial n_i}.
\]

At equal occupations, \(F(N/2,N/2)=E(N)\), because the unconstrained minimum at \(w=0\) is reached by an ensemble that already has equal occupations.

We also need \(F\) when the difference \(d=n_1-n_2\) is small but not zero. Take \(N\) strictly between 1 and 2, or between 2 and 3. Exchanging the sites changes \(w\) to \(-w\), so \(E_w(N)\) is even in \(w\):

\[
E_w(N)=E(N)-\tfrac12\kappa w^2+\dots
\]

The coefficient \(\kappa\) is positive. The one- and three-electron energies contain \(-s/2\approx -t-w^2/(8t)\), which contributes a positive amount, and the second-order shift of the two-electron ground energy cannot be upward. The Hellmann-Feynman theorem gives \(d/2=dE_w/dw=-\kappa w\). The ground ensemble at this \(w\) has hopping plus repulsion energy

\[
E_w(N)-\frac{wd}{2}=E(N)-\tfrac12\kappa w^2+\kappa w^2=E(N)+\frac{d^2}{8\kappa}
\]

to second order. Since \(F\) is a minimum, it is no larger than this. It is also no smaller than \(E(N)\), the unconstrained minimum. So \(F\) differs from \(E(N)\) only at order \(d^2\).

Now raise \(n_1\) alone by a small \(h\), starting from equal occupations. Then \(N\) becomes \(N+h\) and \(d\) becomes \(h\), so \(F\) becomes \(E(N+h)\) plus a term of order \(h^2\). The same holds for \(n_2\). Therefore

\[
\frac{\partial F}{\partial n_1}=\frac{\partial F}{\partial n_2}=\frac{dE}{dN}.
\]

### The jump

For \(U=0\) the energies at \(N=1,2,3\) are \(-t,-2t,-t\), so the corresponding derivative of \(T_s\) is \(-t\) below \(N=2\) and \(+t\) above. Subtracting it from the slope of \(E(N)\) gives, on both sites,

\[
v_{\rm Hxc}^-=-I-(-t)=-I+t,\qquad v_{\rm Hxc}^+=-A-t,
\]

\[
v_{\rm Hxc}^+-v_{\rm Hxc}^-=I-A-2t=E_g-E_g^{\rm KS}.
\]

The Hartree energy \(\tfrac U2\sum_i n_i^2\) has the potential \(Un_i\), which is continuous at \(N=2\). The whole jump therefore belongs to exchange and correlation, which completes the proof.

For \(U=6t\) the potentials are \(v_{\rm Hxc}^-=(0.3944+1)\,t=1.3944\,t\) and \(v_{\rm Hxc}^+=(5.6056-1)\,t=4.6056\,t\). Their difference, taken before rounding, is \(3.2111\,t\), in agreement with \((7.2111-4)\,t\). The numerical check confirms the jump by differentiating a numerically constructed functional on each site at \(N=1.99\) and \(N=2.01\).

## What the jump does to the levels

Minimizing the energy at fixed \(N\) gives \(\partial F/\partial n_i+v_i=\mu\) for the interacting dimer and \(\partial T_s/\partial n_i+v_{s,i}=\mu\) for the KS dimer, with the constant in \(v_s\) chosen to make the two \(\mu\) equal. Subtraction gives \(v_{s,i}=v_i+v_{{\rm Hxc},i}\). In the symmetric dimer the KS levels are therefore \(\pm t+v_{\rm Hxc}\).

Just below \(N=2\), the highest occupied level is \(-t+v_{\rm Hxc}^-=-I=0.3944\,t\), and the next level is \(t+v_{\rm Hxc}^-=2.3944\,t\). The latter is not the energy needed to add an electron, which is \(-A=5.6056\,t\). Just above \(N=2\), both levels have moved up by \(\Delta_{xc}\), and the upper one is \(t+v_{\rm Hxc}^+=-A\).

A uniform shift changes neither the occupations nor the spacing of the levels. This is why a KS calculation at fixed \(N=2\) can be exact for the occupations and still not contain \(\Delta_{xc}\) in its level spacing. The charge gap remains available from total energies: the exact functional gives \(E(1)\), \(E(2)\) and \(E(3)\), and hence \(E_g\).

## Dependence on the repulsion

| \(U/t\) | \(E_g/t\) | KS gap\(/t\) | \(\Delta_{xc}/t\) |
|---:|---:|---:|---:|
| 0 | 2.000 | 2.000 | 0.000 |
| 1 | 2.123 | 2.000 | 0.123 |
| 4 | 3.657 | 2.000 | 1.657 |
| 10 | 8.770 | 2.000 | 6.770 |
| 20 | 18.396 | 2.000 | 16.396 |

For \(U\ll t\), the expansion \(\sqrt{U^2+16t^2}\approx4t+U^2/(8t)\) gives \(\Delta_{xc}\approx U^2/(8t)\). At \(U=t\) this is \(0.125\,t\), close to the value in the table. Weak repulsion thus makes the two gaps nearly equal, but not equal.

For \(U\gg t\), \(\sqrt{U^2+16t^2}\approx U+8t^2/U\), so \(E_g\approx U-2t+8t^2/U\). The mean occupations are still exactly \(n_1=n_2=1\), but double occupation is now rare: the first row of the matrix gives the ratio of the \(|D\rangle\) and \(|C\rangle\) amplitudes as \(-E(2)/(2t)\approx 2t/U\), so the weight of \(|D\rangle\) is about \(4t^2/U^2\). Adding a third electron forces a doubly occupied site and costs \(U\), while the three-electron and one-electron states each gain \(t\) by hopping. The KS gap contains none of this cost, and nearly the whole charge gap is derivative discontinuity.

## Two limits on the interpretation

**The KS gap is not a neutral excitation energy either.** At \(N=2\) the triplet lies \(0-E(2)=0.6056\,t\) above the ground state for \(U=6t\). The dipole operator, proportional to \(n_1-n_2\), annihilates \(|C\rangle\) and turns \(|D\rangle\) into the odd singlet, whose excitation energy is \(U-E(2)=6.6056\,t\). The only other level, the upper root of the \(|C\rangle,|D\rangle\) problem, lies \(\sqrt{U^2+16t^2}=7.2111\,t\) above the ground state. The KS value \(2t\) matches none of these three. At \(U=0\) the triplet and odd-singlet excitation energies both reduce to \(2t\).

**The value \(2t\) depends on symmetry.** For unequal sites the KS gap is \(s=\sqrt{w_s^2+4t^2}\). The occupation formula gives \((n_1-n_2)^2/4=w_s^2/s^2=1-4t^2/s^2\), and therefore

\[
E_g^{\rm KS}=\frac{2t}{\sqrt{1-(n_1-n_2)^2/4}},
\]

which exceeds \(2t\) whenever the occupations differ. For \(U=6t\) and \(w=4t\), the exact occupation difference is \(-0.3568\). The KS gap is then \(2.0326\,t\), against a charge gap of \(3.2851\,t\). The gaps still differ, but the formulas for \(E_g\) and \(\Delta_{xc}\) derived above apply to equal sites and cannot be used here.

## Calculated quantities

```
Symmetric dimer, energies in units of t
hopping t: 1.0000 t
repulsion U: 6.0000 t
ground energy E(1): -1.0000 t
ground energy E(2): -0.6056 t
ground energy E(3): 5.0000 t
sqrt(U^2+16t^2): 7.2111 t
ionization energy I: -0.3944 t
electron affinity A: -5.6056 t
charge gap I-A: 5.2111 t
KS potential difference from inversion: 0.0000 t
exact KS gap: 2.0000 t
charge gap minus KS gap: 3.2111 t
Hxc potential just below N=2: 1.3944 t
Hxc potential just above N=2: 4.6056 t
jump of Hxc potential: 3.2111 t
highest occupied KS level, N just below 2: 0.3944 t
lowest empty KS level, N just below 2: 2.3944 t
upper KS level, N just above 2: 5.6056 t
triplet excitation energy: 0.6056 t
dipole-allowed singlet excitation energy: 6.6056 t
Table: U/t, charge gap/t, KS gap/t, difference/t
  0.0    2.0000    2.0000    0.0000
  1.0    2.1231    2.0000    0.1231
  2.0    2.4721    2.0000    0.4721
  4.0    3.6569    2.0000    1.6569
  6.0    5.2111    2.0000    3.2111
 10.0    8.7703    2.0000    6.7703
 20.0   18.3961    2.0000   16.3961
Unequal sites, same t and U
potential difference v1-v2: 4.0000 t
occupation difference n1-n2: -0.3568 electrons
KS potential difference: 0.3626 t
exact KS gap, unequal sites: 2.0326 t
charge gap, unequal sites: 3.2851 t
```
